**Rigid-band filling and oxygen nonstoichiometry in La(1−x)Sr(x)CoO(3−δ)**

The program tests μ_O = −(h − Ts) + 2x/g − 4δ/g − kT ln[δ/(3−δ)], the oxygen chemical potential per atom relative to half an O2 molecule at 1 bar. Here x is the strontium content, δ the number of vacancies per formula unit, g the constant state density for both spins, and h and s the vacancy formation enthalpy and non-configurational entropy. The program asserts the band term against derivatives of a free energy found by quadrature, and the whole formula against canonical counts for finite systems, whose deviation shrinks roughly as the inverse of the size. Further assertions cover the partial enthalpy, the pressure exponent, a nearby band edge, a sloping state density and the screened vacancy interaction. For rough parameters at 1073 K in air, δ is 0.076, against 0.56 with the Fermi level frozen at its δ = 0 position. The uniform average of the screened vacancy repulsion equals 4/g, so it is the band-filling term and not an addition to it. With short-range screening on discrete sites, a first-order estimate lowers the slope from 2.67 to 0.88 eV, which marks a large uncertainty of the rigid-band picture.

## Verification by program

```python
"""Oxygen chemical potential of La(1-x)Sr(x)CoO(3-delta), rigid-band model.

Result under test (eV per O atom, relative to half an O2 at 1 bar):
  mu_O = -(h - T s) + 2 x/g - 4 delta/g - kT ln(delta/(3-delta))
x: Sr content; delta: vacancies per formula unit (f.u.);
g: constant state density, both spins, per eV and f.u.;
h, s: vacancy formation enthalpy and non-configurational entropy with
the released electrons at the reference level (zero of band energy).
Also tested: limits set by band edges, sloping density and screening.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gammaln
from scipy.integrate import quad

K_B = const.k / const.e                      # eV/K
g, x, T = 1.5, 0.4, 1073.0
h, s = 1.6, 0.8e-3                           # eV, eV/K
edge = 1.5                                   # eV, band from -edge to +edge
cell = 0.385                                 # nm
kT = K_B * T
nodes, weights = np.polynomial.legendre.leggauss(400)


def band(low, high, skew):
    """Quadrature energies, weighted state density, filling up to zero."""
    e = 0.5 * (high - low) * nodes + 0.5 * (high + low)
    dos = 0.5 * (high - low) * weights * g * (1 + skew * e)
    return e, dos, g * (-low - skew * low**2 / 2)


def fermi_level(n, temp=T, low=-edge, high=edge, skew=0.0):
    """Level holding n electrons beyond the reference, by quadrature."""
    e, dos, ref = band(low, high, skew)
    t = K_B * temp
    return brentq(lambda m: dos @ expit((m - e) / t) - ref - n,
                  low - 1, high + 1, xtol=1e-13)


def electron_free_energy(n, temp=T):
    e, dos, ref = band(-edge, edge, 0.0)
    t = K_B * temp
    m = fermi_level(n, temp)
    return m * (n + ref) - t * (dos @ np.logaddexp(0, (m - e) / t))


def mu_oxygen(delta, slope=4 / g):
    return (-(h - T * s) + 2 * x / g - slope * delta
            - kT * np.log(delta / (3 - delta)))


def delta_equilibrium(p, slope=4 / g):
    return brentq(lambda d: mu_oxygen(d, slope) - 0.5 * kT * np.log(p),
                  1e-9, 2.99, xtol=1e-14)


# Band filling: derivative of the quadrature free energy
step = 1e-3
for sr in (0.2, 0.4, 0.6):
    for d in (0.02, 0.1, 0.2):
        numeric = -(electron_free_energy(2 * (d + step) - sr)
                    - electron_free_energy(2 * (d - step) - sr)) / (2 * step)
        assert abs(numeric - (2 * sr - 4 * d) / g) < 1e-5


# Whole result: exact canonical count of a finite system
def finite_system_error(units, vacancies):
    levels = int(round(2 * edge * g * units))
    energies = -edge + (np.arange(levels) + 0.5) / (g * units)
    log_z = np.full(levels + 1, -np.inf)
    log_z[0] = 0.0
    for e in energies:
        log_z[1:] = np.logaddexp(log_z[1:], log_z[:-1] - e / kT)

    def free(k):
        electrons = levels // 2 - int(round(x * units)) + 2 * k
        log_ways = (gammaln(3 * units + 1) - gammaln(k + 1)
                    - gammaln(3 * units - k + 1))
        return k * (h - T * s) - kT * (log_ways + log_z[electrons])
    exact = -(free(vacancies + 1) - free(vacancies))
    return exact - mu_oxygen((vacancies + 0.5) / units)


err_small = finite_system_error(60, 6)
err_large = finite_system_error(240, 24)
assert abs(err_large) < 3e-3
assert 3.3 < err_small / err_large < 4.3     # error falls as 1/size

# Example in air
p_air = 0.21
d_air = delta_equilibrium(p_air)
n_air = 2 * d_air - x
level_air = fermi_level(n_air)
thermal_shift = level_air - fermi_level(n_air, 300.0)
assert abs(thermal_shift) < 1e-5


def mu_over_t(temp):
    return (-(h - temp * s) - 2 * fermi_level(n_air, temp)
            - K_B * temp * np.log(d_air / (3 - d_air))) / temp


t1, t2 = T - 20, T + 20
enthalpy = (mu_over_t(t1) - mu_over_t(t2)) / (1 / t1 - 1 / t2)
assert abs(enthalpy - (-h + 2 * x / g - 4 * d_air / g)) < 1e-4

factor = 3 / (3 - d_air) + 4 * d_air / (g * kT)
q = 1e-3
exponent = (np.log(delta_equilibrium(p_air * np.exp(q)))
            - np.log(delta_equilibrium(p_air * np.exp(-q)))) / (2 * q)
assert abs(exponent + 1 / (2 * factor)) < 1e-5


# Nearby lower band edge and sloping state density
def local_slope(**kw):
    return 4 * (fermi_level(n_air + step, **kw)
                - fermi_level(n_air - step, **kw)) / (2 * step)


near = 0.3
filling = n_air + g * near
closed = -near + kT * np.log(np.expm1(filling / (g * kT)))
assert abs(fermi_level(n_air, low=-near) - closed) < 1e-5
slope_near = local_slope(low=-near)
skew = 0.5
level_skew = fermi_level(n_air, skew=skew)
series = (level_skew + skew * level_skew**2 / 2
          + skew * np.pi**2 * kT**2 / 6)
assert abs(series - n_air / g) < 1e-5
slope_skew = local_slope(skew=skew)

# Screening: constrained minimum of band plus electrostatic energy
rng = np.random.default_rng(4)
size = 40
one = np.eye(size)
poisson = 0.7 * (2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0))
coulomb = np.linalg.pinv(poisson)
source = 2.0 * (rng.random(size) < 0.3) - x
kkt = np.zeros((size + 1, size + 1))
kkt[:size, :size] = one / g + coulomb
kkt[:size, size] = kkt[size, :size] = 1
density = np.linalg.solve(kkt, np.append(coulomb @ source,
                                         source.sum()))[:size]
rest = source - density
minimum = density @ density / (2 * g) + 0.5 * rest @ coulomb @ rest
screened = 0.5 * source @ np.linalg.solve(poisson + g * one, source)
assert abs(minimum - screened) < 1e-9 * abs(screened)

# Screened vacancy pairs on the perovskite oxygen sites
volume = cell**3
e2 = const.e / const.epsilon_0 * 1e9         # e^2/epsilon_0 in eV nm


def pair_energy(r, eps):
    kappa = np.sqrt(e2 * g / (eps * volume))
    return 4 * e2 / (4 * np.pi * eps * r) * np.exp(-kappa * r)


def site_slopes(eps, reach=40):
    """Slopes for random and for mutually avoiding vacancies."""
    i = np.arange(-reach, reach + 1)
    random_sum = avoiding_sum = 0.0
    for a, b, c in ((0, 0, 0), (.5, .5, 0), (.5, 0, .5)):
        r = cell * np.sqrt((i + a)[:, None, None]**2
                           + (i + b)[None, :, None]**2
                           + (i + c)[None, None, :]**2).ravel()
        u = pair_energy(r[r > 1e-9], eps)
        random_sum += u.sum() / 3
        avoiding_sum += kT * (-np.expm1(-u / kT)).sum() / 3
    return random_sum, avoiding_sum


eps_r = 10.0
screen_length = np.sqrt(eps_r * volume / (e2 * g))
average = quad(lambda r: 4 * np.pi * r**2 * pair_energy(r, eps_r) / volume
               if r > 0 else 0.0, 0, 40 * screen_length, limit=200)[0]
assert abs(average - 4 / g) < 1e-6
slope_random, slope_avoid = site_slopes(eps_r)
slope_long = site_slopes(1000.0)[1]
assert abs(slope_long * g / 4 - 1) < 0.04    # long, weak screening
u_near = pair_energy(cell / np.sqrt(2), eps_r)

# First-order avoidance law against an exact transfer matrix (chain)
z, boltz = 1e-3, np.exp(-u_near / kT)
vec = np.linalg.eigh([[1, np.sqrt(z)], [np.sqrt(z), z * boltz]])[1][:, -1]
theta = vec[1]**2
excess = np.log(z) - np.log(theta / (1 - theta))
assert abs(excess / (2 * theta * (1 - boltz)) - 1) < 0.01

to_kj = const.e * const.N_A / 1000
print(f"Sr content x = {x:.2f}; temperature = {T:.0f} K; kT = {kT:.5f} eV")
print(f"state density g = {g:.2f} per eV and f.u.")
print(f"h = {h:.2f} eV; s = {s*1e3:.2f} meV/K; h-Ts = {h-T*s:.4f} eV")
print(f"band edges = -{edge:.1f} and +{edge:.1f} eV; cell = {cell:.3f} nm")
print(f"band slope 4/g = {4/g:.4f} eV = {4/g*to_kj:.1f} kJ/mol")
print(f"Sr term 2x/g = {2*x/g:.4f} eV")
for p in (1.0, p_air, 1e-2, 1e-4):
    print(f"p = {p:.4f} bar: delta = {delta_equilibrium(p):.4f}; "
          f"frozen Fermi level: {delta_equilibrium(p, 0.0):.4f}")
print(f"air: added electrons 2 delta - x = {n_air:.4f} per f.u.")
print(f"air: Fermi level = {level_air:.4f} eV from reference")
print(f"air: band term -4 delta/g = {-4*d_air/g:.4f} eV")
print(f"air: configurational term = "
      f"{-kT*np.log(d_air/(3-d_air)):.4f} eV")
print(f"air: mu_O = {mu_oxygen(d_air):.4f} eV")
print(f"air: partial enthalpy = {enthalpy:.4f} eV "
      f"= {enthalpy*to_kj:.1f} kJ/mol")
print(f"air: factor A = {factor:.3f}; of it band part = "
      f"{4*d_air/(g*kT):.3f}")
print(f"air: d ln(delta)/d ln(p) = {exponent:.4f}")
print(f"Fermi level shift, 300 K to {T:.0f} K = {thermal_shift:.1e} eV")
print(f"finite count minus formula, 60 f.u. = {err_small*1e3:.2f} meV")
print(f"finite count minus formula, 240 f.u. = {err_large*1e3:.2f} meV")
print(f"lower edge at -{near:.1f} eV: slope = {slope_near:.3f} eV")
print(f"density slope {skew:.1f} per eV: level = {level_skew:.4f} eV")
print(f"density slope {skew:.1f} per eV: slope = {slope_skew:.3f} eV")
print(f"background permittivity = {eps_r:.0f} (relative)")
print(f"screening length = {screen_length:.4f} nm")
print(f"mean vacancy spacing in air = {(volume/d_air)**(1/3):.3f} nm")
print(f"nearest O-O distance = {cell/np.sqrt(2):.4f} nm")
print(f"nearest pair energy = {u_near:.3f} eV = {u_near/kT:.2f} kT")
print(f"uniform average of pair energy = {average:.4f} eV")
print(f"site slope, random vacancies = {slope_random:.3f} eV")
print(f"site slope, avoiding vacancies = {slope_avoid:.3f} eV")
print(f"avoiding slope, permittivity 1000 = {slope_long:.3f} eV")
print(f"air: delta with avoiding slope, same h and s = "
      f"{delta_equilibrium(p_air, slope_avoid):.4f}")
print("tests ok")
```

Running it gives:

```
Sr content x = 0.40; temperature = 1073 K; kT = 0.09246 eV
state density g = 1.50 per eV and f.u.
h = 1.60 eV; s = 0.80 meV/K; h-Ts = 0.7416 eV
band edges = -1.5 and +1.5 eV; cell = 0.385 nm
band slope 4/g = 2.6667 eV = 257.3 kJ/mol
Sr term 2x/g = 0.5333 eV
p = 1.0000 bar: delta = 0.0580; frozen Fermi level: 0.2854
p = 0.2100 bar: delta = 0.0757; frozen Fermi level: 0.5599
p = 0.0100 bar: delta = 0.1138; frozen Fermi level: 1.5376
p = 0.0001 bar: delta = 0.1775; frozen Fermi level: 2.7395
air: added electrons 2 delta - x = -0.2487 per f.u.
air: Fermi level = -0.1658 eV from reference
air: band term -4 delta/g = -0.2018 eV
air: configurational term = 0.3379 eV
air: mu_O = -0.0722 eV
air: partial enthalpy = -1.2685 eV = -122.4 kJ/mol
air: factor A = 3.208; of it band part = 2.182
air: d ln(delta)/d ln(p) = -0.1558
Fermi level shift, 300 K to 1073 K = -4.9e-08 eV
finite count minus formula, 60 f.u. = -6.59 meV
finite count minus formula, 240 f.u. = -1.80 meV
lower edge at -0.3 eV: slope = 3.482 eV
density slope 0.5 per eV: level = -0.1810 eV
density slope 0.5 per eV: slope = 2.932 eV
background permittivity = 10 (relative)
screening length = 0.1450 nm
mean vacancy spacing in air = 0.910 nm
nearest O-O distance = 0.2722 nm
nearest pair energy = 0.324 eV = 3.50 kT
uniform average of pair energy = 2.6667 eV
site slope, random vacancies = 1.667 eV
site slope, avoiding vacancies = 0.882 eV
avoiding slope, permittivity 1000 = 2.626 eV
air: delta with avoiding slope, same h and s = 0.1525
tests ok
```
